# Bounding the permittivity of an isotropic polycrystal with constant trial fields

**Question**

I am working on a problem about a dielectric film made of many small crystal grains. Each grain has principal relative permittivities 6.9, 6.9 and 3.8, and the grains are oriented without any preferred direction. I am asked to use constant trial fields to show that the effective permittivity of the film lies between 5.42 and 5.87.

If I assume that the electric field is the same everywhere, I get the ordinary average \((6.9+6.9+3.8)/3\approx5.87\). But that field cannot be right, because the normal component of \(\mathbf D\) then jumps at the grain boundaries. So why does a wrong field give a bound, and why an upper one? And where does 5.42 come from, if I have already used the constant field?

**Answer**

There are two constant fields to try, and they belong to two different minimum principles. A constant \(\mathbf E\) is a legitimate trial when the voltage is fixed, and it gives the upper bound. A constant \(\mathbf D\) is a legitimate trial when the charge is fixed, and it gives the lower bound. Neither needs to be the true field. Each has to satisfy only some of the field equations, and the energy principle takes care of the rest.

**What is being bounded**

Put the film between two parallel plates of area \(A\), at \(z=0\) and \(z=d\). The plate at \(z=0\) is at potential \(V\) and the other is at zero. The effective permittivity is defined by the capacitance,

\[
C=\frac{\varepsilon_0\,\varepsilon_{\rm eff}A}{d}.
\]

I use SI units and assume a static, linear, local and lossless response. The film is dense, with no pores and no second material. No flux leaves through the side walls, so \(\mathbf D\cdot\mathbf n=0\) there, where \(\mathbf n\) is the outward normal. Inside the film

\[
\mathbf E=-\nabla\phi,\qquad \mathbf D=\varepsilon_0\,\boldsymbol\varepsilon\,\mathbf E,\qquad \nabla\cdot\mathbf D=0 .
\]

The tensor \(\boldsymbol\varepsilon\) changes from grain to grain. Let \(a=6.9\) be the permittivity across the grain's special axis, \(c=3.8\) the permittivity along it, and \(\mathbf u\) the unit vector along that axis. Then

\[
\boldsymbol\varepsilon=a\,\mathbf I-(a-c)\,\mathbf u\mathbf u^{T}.
\]

Acting on \(\mathbf u\) this gives \(c\,\mathbf u\), and acting on a vector perpendicular to \(\mathbf u\) it gives \(a\) times that vector, as it should. The inverse has the same axes and the reciprocal principal values:

\[
\boldsymbol\varepsilon^{-1}=\frac1a\,\mathbf I+\left(\frac1c-\frac1a\right)\mathbf u\mathbf u^{T}.
\]

We shall need the \(zz\) components,

\[
\varepsilon_{zz}=a-(a-c)u_z^2,\qquad
(\boldsymbol\varepsilon^{-1})_{zz}=\frac1a+\left(\frac1c-\frac1a\right)u_z^2 .
\]

Note that \((\boldsymbol\varepsilon^{-1})_{zz}\) is in general not \(1/\varepsilon_{zz}\), since a tilted grain has off-diagonal components.

**Where isotropy enters**

Write \(\langle\cdots\rangle\) for the average over the film's volume. If the grains have no preferred direction, then

\[
\langle u_x^2\rangle=\langle u_y^2\rangle=\langle u_z^2\rangle .
\]

Since \(u_x^2+u_y^2+u_z^2=1\) in every grain, the three averages add up to 1, and each equals \(1/3\). This is all the bounds need, and it is a weaker condition than fully random orientation. I shall call \(q=\langle u_z^2\rangle\) and insert \(q=1/3\) at the end, so that we can also see what happens when the grains are not randomly oriented.

**Upper bound: fixed voltage, constant E**

For any potential \(\psi\) that takes the values \(V\) and 0 on the plates, define

\[
W[\psi]=\frac{\varepsilon_0}{2}\int\nabla\psi\cdot\boldsymbol\varepsilon\,\nabla\psi\;dv .
\]

First, its value for the true potential \(\phi\). Because \(\nabla\cdot\mathbf D=0\), we have \(\nabla\phi\cdot\mathbf D=\nabla\cdot(\phi\mathbf D)\), and the divergence theorem gives

\[
W[\phi]=-\frac12\int\nabla\phi\cdot\mathbf D\,dv=-\frac12\oint\phi\,\mathbf D\cdot\mathbf n\,dS .
\]

Grain boundaries add nothing, since \(\phi\) and the normal component of \(\mathbf D\) are continuous there. The side walls add nothing because \(\mathbf D\cdot\mathbf n=0\), and the plate at \(z=d\) adds nothing because \(\phi=0\). At \(z=0\) the outward normal points along \(-z\), so \(\mathbf D\cdot\mathbf n=-D_z\). The two minus signs cancel:

\[
W[\phi]=\frac V2\int_{z=0}D_z\,dS=\frac12QV=\frac12CV^2,
\]

where \(Q\) is the charge on that plate.

Now take a trial potential \(\psi=\phi+\eta\). Both \(\psi\) and \(\phi\) have the correct plate values, so \(\eta=0\) on the plates. Since \(\boldsymbol\varepsilon\) is symmetric, the two cross terms are equal, and

\[
W[\psi]=W[\phi]+\varepsilon_0\int\nabla\eta\cdot\boldsymbol\varepsilon\,\nabla\phi\;dv+W[\eta].
\]

The middle term is

\[
-\int\nabla\eta\cdot\mathbf D\,dv=-\oint\eta\,\mathbf D\cdot\mathbf n\,dS=0,
\]

because \(\eta\) vanishes on the plates and \(\mathbf D\cdot\mathbf n\) vanishes on the sides. The last term, \(W[\eta]\), cannot be negative, since \(a\) and \(c\) are positive. Therefore

\[
\frac12CV^2\le W[\psi].
\]

This answers your first question. An error in the trial potential raises the energy by \(W[\eta]\), and it can never lower it. The trial potential must be continuous and have the right plate values. It need not make the normal component of \(\mathbf D\) continuous.

The constant field corresponds to \(\psi=V(1-z/d)\), for which \(\nabla\psi=-(V/d)\hat{\mathbf z}\). Its energy is

\[
W[\psi]=\frac{\varepsilon_0}{2}\frac{V^2}{d^2}\int\varepsilon_{zz}\,dv
=\frac{\varepsilon_0V^2A}{2d}\,\langle\varepsilon_{zz}\rangle,
\]

since the volume is \(Ad\). On the left of the inequality, \(\tfrac12CV^2=\varepsilon_0\varepsilon_{\rm eff}AV^2/(2d)\). The common factor cancels, leaving

\[
\varepsilon_{\rm eff}\le\langle\varepsilon_{zz}\rangle=a-(a-c)q .
\]

For \(q=1/3\),

\[
\varepsilon_{\rm eff}\le\frac{2a+c}{3}=\frac{17.6}{3}=5.8667 .
\]

**Lower bound: fixed charge, constant D**

A lower bound on \(C\) requires an upper bound on \(1/C\). That suggests the energy written in terms of charge, \(Q^2/(2C)\). For a trial displacement \(\mathbf G\), define

\[
U[\mathbf G]=\frac1{2\varepsilon_0}\int\mathbf G\cdot\boldsymbol\varepsilon^{-1}\mathbf G\;dv .
\]

The trial must have zero divergence, a continuous normal component at grain boundaries, no flux through the side walls, and the correct total flux \(Q\) from the plates. For the true \(\mathbf D\), \(U\) is the same field energy as before, so \(U[\mathbf D]=\tfrac12QV=Q^2/(2C)\).

Write \(\mathbf G=\mathbf D+\boldsymbol\delta\). Then \(\boldsymbol\delta\) has zero divergence, no flux through the sides, and no net flux through either plate. Expanding as before,

\[
U[\mathbf G]=U[\mathbf D]+\frac1{\varepsilon_0}\int\boldsymbol\delta\cdot\boldsymbol\varepsilon^{-1}\mathbf D\;dv+U[\boldsymbol\delta].
\]

Since \(\boldsymbol\varepsilon^{-1}\mathbf D/\varepsilon_0=\mathbf E=-\nabla\phi\), the cross term becomes

\[
-\int\boldsymbol\delta\cdot\nabla\phi\,dv=-\oint\phi\,\boldsymbol\delta\cdot\mathbf n\,dS
=V\int_{z=0}\delta_z\,dS=0 .
\]

The constant \(V\) comes out of the integral because the plate is an equipotential, and the remaining integral is the net flux of \(\boldsymbol\delta\), which is zero. As \(U[\boldsymbol\delta]\ge0\),

\[
\frac{Q^2}{2C}\le U[\mathbf G].
\]

Now choose the constant displacement \(\mathbf G=(Q/A)\hat{\mathbf z}\). It meets all the requirements, and

\[
U[\mathbf G]=\frac{1}{2\varepsilon_0}\frac{Q^2}{A^2}\,Ad\,\langle(\boldsymbol\varepsilon^{-1})_{zz}\rangle
=\frac{Q^2d}{2\varepsilon_0A}\,\langle(\boldsymbol\varepsilon^{-1})_{zz}\rangle .
\]

The left side is \(Q^2/(2C)=Q^2d/(2\varepsilon_0\varepsilon_{\rm eff}A)\), so

\[
\frac1{\varepsilon_{\rm eff}}\le\langle(\boldsymbol\varepsilon^{-1})_{zz}\rangle
=\frac1a+\left(\frac1c-\frac1a\right)q .
\]

For \(q=1/3\) the right side is \((2/a+1/c)/3\). Taking reciprocals of positive numbers reverses the inequality:

\[
\varepsilon_{\rm eff}\ge\frac{3}{2/a+1/c}=\frac{3}{2/6.9+1/3.8}=5.4248 .
\]

Together, \(5.4248\le\varepsilon_{\rm eff}\le5.8667\). To keep the statement true after rounding, round the lower bound down and the upper bound up. This gives the required 5.42 and 5.87.

You cannot use the constant \(\mathbf E\) in the second principle. The displacement it produces, \(\varepsilon_0\boldsymbol\varepsilon\mathbf E\), generally has a jump in its normal component at a grain boundary, which amounts to free charge sitting there. Such a trial is not allowed when the charge is fixed on the plates. Conversely, a constant \(\mathbf D\) generally produces a field whose tangential component jumps, and such a field has no continuous potential.

**If "isotropic" refers to the measured response**

Your problem might mean that the material responds equally in all directions, without saying anything about orientation statistics. The same bounds follow. Take a cube and measure it between each of its three pairs of faces, and suppose the result is the same \(\varepsilon_{\rm eff}\) each time. The upper bound holds for each direction. Adding the three inequalities gives

\[
3\varepsilon_{\rm eff}\le\langle\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}\rangle=2a+c,
\]

because the trace of \(\boldsymbol\varepsilon\) is \(2a+c\) in every grain, however it is turned. The trace of \(\boldsymbol\varepsilon^{-1}\) is likewise \(2/a+1/c\), which gives the lower bound.

**How wide is the interval, and can its ends be reached?**

The lower bound can be written as \(3ac/(a+2c)\). Subtracting it from the upper bound,

\[
\frac{2a+c}{3}-\frac{3ac}{a+2c}
=\frac{(2a+c)(a+2c)-9ac}{3(a+2c)}
=\frac{2(a-c)^2}{3(a+2c)} .
\]

In the last step the numerator is \(2a^2+5ac+2c^2-9ac=2(a-c)^2\). The width vanishes when \(a=c\), and for small anisotropy it is of second order in \(a-c\). Here the anisotropy is not very small, but the interval is still fairly narrow: its midpoint is 5.65, and its half-width is about 3.9 % of that. For strong anisotropy the method says much less. If \(a\) grows at fixed \(c\), the lower bound tends to \(3c\) while the upper bound grows without limit.

Both ends can be reached in a single measuring direction. Stack three equally thick layers along \(z\), with their special axes along \(x\), \(y\) and \(z\). Then \(q=1/3\), the true \(\mathbf D\) is uniform, and the permittivity is 5.4248. Stand the same three materials side by side as columns between the plates, and the true \(\mathbf E\) is uniform, which gives 5.8667. The stack, however, does not respond isotropically: measured along \(x\), its layers act side by side and give the upper value. So these examples do not show that a material with an isotropic response can reach either end. In fact the lower end cannot be reached by a material whose response is isotropic. A sharper known result, not derived here (Avellaneda, Cherkaev, Lurie and Milton), raises the lower bound for such a material to the positive root of \(\varepsilon^2+c\,\varepsilon-2ac=0\), which is 5.587. That value is attained by a space-filling assemblage of spheres whose special axes point radially.

For a less orderly arrangement, I solved the field equations numerically in a cube of 27 equal cubic grains. The axes were random, but grouped in perpendicular triples so that \(q=1/3\). Each solution used the same two principles with much more flexible trial fields, and so enclosed the answer from both sides. Three such samples gave 5.711–5.727, 5.675–5.694 and 5.698–5.711. All lie inside the interval and above its midpoint, but three samples of one grain shape do not establish a general rule.

**What the bounds mean for a real film**

Take a planar test capacitor for a chip's interlayer dielectric, with a 100 nm film, 10 nm grains and a square pad of side 50 µm. Then

\[
\frac{\varepsilon_0A}{d}=\frac{(8.854\times10^{-12}\ \mathrm{F/m})(50\times10^{-6}\ \mathrm m)^2}{100\times10^{-9}\ \mathrm m}=0.2214\ \mathrm{pF},
\]

and multiplying by the two bounds places the capacitance between 1.20 and 1.30 pF.

The geometry is a model, not a particular device. The grain permittivities are close to reported static values for hexagonal boron nitride, about 6.9 within the layers and 3.8 across them, and films of that material are often strongly textured. Silicon carbonitride layers, used as dense caps and etch stops in chip interconnects, have permittivities of roughly 5, so the chosen values are of a realistic size. Two features are untypical: such layers are usually amorphous rather than polycrystalline, and in modern chips they are much thinner than 100 nm. Two assumptions that may fail in a real polycrystalline film are random orientation and the absence of a second material, and either failure can move the result outside 5.42–5.87.

*Preferred orientation.* Grains in a deposited film may align with the substrate. With the grain permittivities unchanged, a mild alignment of \(q=0.40\) moves the bounds to 5.20 and 5.66. A strongly aligned numerical sample with \(q=0.811\) had bounds of 4.153 and 4.387 and a solved permittivity of 4.293–4.304, far below the isotropic interval. At \(q=1\) both bounds equal \(c=3.8\).

This matters if a low permittivity is the aim. Silica has a permittivity of roughly 3.9. One principal value of our grains is slightly smaller, but a dense film with \(q=1/3\) cannot go below 5.42, whatever the shape of its grains. Within this model, getting near 3.9 requires strong alignment of the special axes with the field.

*Grain-boundary material.* Suppose the boundaries contain a second material, with the lower permittivity 3.0. If each 10 nm cubic cell includes 0.5 nm of boundary width, the volume fraction is

\[
f=1-\left(1-\frac{0.5}{10}\right)^3=0.143 .
\]

The same constant trial fields still work; we only have to include the new material in the averages. If the grains themselves keep \(q=1/3\),

\[
\left[\frac{1-f}{5.4248}+\frac{f}{3.0}\right]^{-1}\le\varepsilon_{\rm eff}\le(1-f)\,5.8667+f\,(3.0),
\]

which gives 4.86 to 5.46. Most of this interval lies below the original one. In a numerical sample with nearly the same fraction, 0.1406, scattered through the grains instead of lining their boundaries, the solved permittivity was 5.192–5.282. The film then really does fall below 5.42, because it is no longer the material described in your problem.

The other corrections I estimated are smaller, for these rough inputs:

- An assumed temperature coefficient of \(10^{-4}\) per kelvin changes the permittivity by 0.8 % over 80 K.
- Edge flux, estimated from a border one film thickness wide around the pad, adds about \(4d/(50\ \mathrm{\mu m})=0.8\,\%\) to the capacitance. This is only an order of magnitude: standard fringing formulas for a disc of the same area give about 0.6 % with air above the pad and about 1.8 % if the pad is embedded in the dielectric.
- There are about \(2.5\times10^8\) grains under the pad. If their axes are independent and random, the resulting scatter of the upper bound is only about \(6\times10^{-5}\).
- For an assumed resistivity of \(10^{12}\) Ω cm, the conduction loss tangent at 100 kHz is about \(3\times10^{-6}\), so this loss can be neglected at that frequency. It cannot be neglected under a steady voltage held for longer than roughly the relaxation time, resistivity times \(\varepsilon_0\varepsilon_{\rm eff}\), which is about 0.5 s here.

At 1 V the mean field is 0.10 MV/cm. In the layered stack, the layer with permittivity 3.8 carries a field larger by the factor \(5.4248/3.8=1.428\), or 0.143 MV/cm. This is far below an assumed breakdown field of roughly 5 MV/cm, although the field near sharp grain edges may be higher than in a flat layer. Direct tunnelling through the film is also negligible. For a 2 eV barrier lowered everywhere by the full 1 eV, and a light mass of 0.2 electron masses, the factor \(e^{-2\kappa d}\) with \(\kappa=\sqrt{2m(1\ \mathrm{eV})}/\hbar\) is about \(10^{-199}\). Leakage through defects is a separate matter, which this estimate does not cover.

## Table of computed values

```
permittivity across / along grain axis: 6.9 / 3.8
isotropic average of n_z^2: 0.3333
lower bound, constant D: 5.4248
upper bound, constant E: 5.8667
outward rounded bounds: 5.42 to 5.87
midpoint and half-width: 5.646 +/- 0.221
half-width / midpoint: 3.9 %
solved layers along z: 5.4248
solved side-by-side columns: 5.8667
random polycrystal 1, solved bracket: 5.711 to 5.727
random polycrystal 2, solved bracket: 5.675 to 5.694
random polycrystal 3, solved bracket: 5.698 to 5.711
textured film, average n_z^2: 0.811
textured film, bounds: 4.153 to 4.387
textured film, solved bracket: 4.293 to 4.304
second-phase test, volume fraction: 0.1406
second-phase test, bounds: 4.871 to 5.464
second-phase test, solved: 5.192 to 5.282
film thickness / grain size: 100 / 10 nm
square pad side: 50 um; voltage: 1.0 V
capacitance bounds: 1.201 to 1.299 pF
silica permittivity, rough: 3.9
mild texture, assumed average n_z^2: 0.40
mild texture, bounds: 5.202 to 5.660
grain-boundary width, assumed: 0.5 nm
grain-boundary permittivity, assumed: 3.0
grain-boundary volume fraction: 0.143
with grain boundaries, bounds: 4.864 to 5.458
number of grains under pad: 2.50e+08
scatter of upper bound from grain number: 5.8e-05
temperature coefficient, assumed: 1e-04 per K
shift for 80 K rise: 0.8 %
edge-flux share, rough 4d/side: 0.8 %
resistivity, assumed: 1e+12 ohm cm
loss tangent at 100 kHz: 3.3e-06
mean field: 0.10 MV/cm
field factor in low-permittivity layer: 1.428
field in that layer: 0.143 MV/cm
breakdown field, rough assumed: 5 MV/cm
barrier / light mass, assumed: 2.0 eV / 0.2 m_e
log10 of tunnelling factor, at most: -199
```
